# Inverting the electron anomaly for the fine-structure constant: a numerical check

```python
# Result under test: inversion of the electron anomaly a = (g-2)/2,
#   a = sum_k C_k x^k + hadronic + weak,   x = alpha/pi,
# gives 1/alpha = 137.035999166 for the stated input data, and the
# measurement of a is the largest error source.
# loop1..loop5: electron-only coefficients; muN, tauN: coefficients of
# muon and tau loops at order x^(N/2); r: electron/heavy-lepton mass ratio.
# The measured anomaly and the higher-order theory numbers are input data.
import numpy as np
import mpmath as mp
from scipy import constants

mp.mp.dps = 30
M = mp.mpf


def heavy_loop(r, n=240):
    """Vacuum-polarization coefficient by two-dimensional quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(n)
    nodes, weights = (nodes + 1) / 2, weights / 2
    v, w = nodes[:, None], nodes[None, :]
    u = 1 - v**2                 # u = 4 M^2 / s
    y = w**4                     # y = 1 - z, z the Feynman parameter
    spectral = 2 * v**2 * (1 + u / 2) / 3
    kernel = (1 - y)**2 * y / (u * (1 - y)**2 + 4 * y / r**2)
    return float(weights @ (spectral * kernel * 4 * w**3) @ weights)


def heavy_expansion(r):
    return r**2 / 45 + r**4 * (np.log(r) / 70 + 9 / 19600)


r_mu = constants.value("electron-muon mass ratio")
r_tau = constants.value("electron-tau mass ratio")
mu4, tau4 = heavy_loop(r_mu), heavy_loop(r_tau)
equal_mass = heavy_loop(1.0)
assert abs(equal_mass - (119 / 36 - np.pi**2 / 3)) < 1e-8
assert abs(heavy_loop(0.05) - heavy_expansion(0.05)) < 2e-9
assert abs(mu4 / heavy_expansion(r_mu) - 1) < 1e-7

# Closed forms of the two- and three-loop electron coefficients.
pi, ln2, z3, z5 = mp.pi, mp.log(2), mp.zeta(3), mp.zeta(5)
loop2 = M(197) / 144 + pi**2 / 12 + 3 * z3 / 4 - pi**2 * ln2 / 2
loop3 = (M(83) / 72 * pi**2 * z3 - M(215) / 24 * z5
         + M(100) / 3 * (mp.polylog(4, M(1) / 2) + ln2**4 / 24
                         - pi**2 * ln2**2 / 24)
         - M(239) / 2160 * pi**4 + M(139) / 18 * z3
         - M(298) / 9 * pi**2 * ln2 + M(17101) / 810 * pi**2
         + M(28259) / 5184)
# Guard against transcription faults: separately tabulated decimals.
assert abs(loop2 - M("-0.328478965579")) < 1e-12
assert abs(loop3 - M("1.181241456587")) < 1e-11

data = {
    "measured": M("1159652180.59e-12"),
    "loop1": M("0.5"), "loop2": loop2, "loop3": loop3,
    "loop4": M("-1.912245764926"), "loop5": M("6.737"),
    "mu4": M(mu4), "mu6": M("-7.37394e-6"),
    "mu8": M("9.16197e-4"), "mu10": M("-0.00382"),
    "tau4": M(tau4), "tau6": M("-6.583e-8"), "tau8": M("7.429e-6"),
    "hadronic": M("1.693e-12"), "weak": M("0.03053e-12"),
}
order = {"loop1": 1, "loop2": 2, "loop3": 3, "loop4": 4, "loop5": 5,
         "mu4": 2, "mu6": 3, "mu8": 4, "mu10": 5,
         "tau4": 2, "tau6": 3, "tau8": 4, "hadronic": 0, "weak": 0}


def series(d):
    return [sum(d[k] for k in order if order[k] == n) for n in range(1, 6)]


def solve(d, extra=()):
    """Smallest root of the full polynomial, returned as 1/alpha."""
    constant = d["hadronic"] + d["weak"] - d["measured"]
    ascending = [constant] + series(d) + list(extra)
    roots = mp.polyroots(ascending[::-1], maxsteps=500, extraprec=100)
    root = min(roots, key=abs)
    assert abs(mp.im(root)) < M("1e-25") and mp.re(root) > 0
    return 1 / (pi * mp.re(root))


inverse_alpha = solve(data)
x = 1 / (pi * inverse_alpha)
coeff = series(data)

# Fixed-point inversion and its predicted rate of convergence.
rhs = data["measured"] - data["hadronic"] - data["weak"]
iterates = [2 * data["measured"]]
for _ in range(6):
    old = iterates[-1]
    high = sum(coeff[k - 1] * old**k for k in range(2, 6))
    iterates.append((rhs - high) / coeff[0])
slope = sum(k * coeff[k - 1] * x**(k - 1) for k in range(1, 6))
contraction = -(slope - coeff[0]) / coeff[0]
observed = (iterates[2] - x) / (iterates[1] - x)
assert abs(1 / (pi * iterates[-1]) - inverse_alpha) < 1e-12
assert abs(observed / contraction - 1) < 1e-3
assert abs(inverse_alpha - M("137.035999166")) < 5e-10

# Error propagation: derivative formula against complete re-solutions.
sigma = {
    "measured": M("0.13e-12"), "hadronic": M("0.012e-12"),
    "loop5": M("0.159"), "weak": M("0.00023e-12"),
    "mu10": M("0.00039"),
    "tau4": 2 * data["tau4"] * constants.precision("electron-tau mass ratio"),
    "mu4": 2 * data["mu4"] * constants.precision("electron-muon mass ratio"),
}
sensitivity = inverse_alpha / (x * slope)
error_a, error_inverse = {}, {}
for name, width in sigma.items():
    error_a[name] = width * x**order.get(name, 0)
    up, down = dict(data), dict(data)
    up[name] += width
    down[name] -= width
    signed = (solve(up) - solve(down)) / 2
    sign = -1 if name == "measured" else 1
    predicted = sign * sensitivity * error_a[name]
    assert abs(signed / predicted - 1) < 1e-5, name
    error_inverse[name] = abs(signed)
ranking = sorted(error_inverse, key=error_inverse.get, reverse=True)
assert ranking[:3] == ["measured", "hadronic", "loop5"]
total = mp.sqrt(sum(e**2 for e in error_inverse.values()))
theory_a = mp.sqrt(sum(error_a[k]**2 for k in sigma if k != "measured"))

# Random inputs, each inverted nonlinearly, test addition in quadrature.
rng = np.random.default_rng(7)
size = 200000
sample = {k: float(v) for k, v in data.items()}
for name, width in sigma.items():
    sample[name] = sample[name] + float(width) * rng.standard_normal(size)
c = series(sample)
b = sample["measured"] - sample["hadronic"] - sample["weak"]
xs = 2 * b
for _ in range(9):
    xs = (b - sum(c[k - 1] * xs**k for k in range(2, 6))) / c[0]
sampled_error = np.std(1 / (np.pi * xs) - float(inverse_alpha))
assert abs(sampled_error / float(total) - 1) < 0.01

# Effects of omitted terms and of changes in the high-order coefficients.
groups = {"two loops": ["loop2"], "three loops": ["loop3"],
          "four loops": ["loop4"], "five loops": ["loop5"],
          "muon": ["mu4", "mu6", "mu8", "mu10"],
          "tau": ["tau4", "tau6", "tau8"],
          "hadronic": ["hadronic"], "weak": ["weak"]}
alternative = dict(data)
alternative["loop5"] = M("5.9")
inverse_alternative = solve(alternative)
six_loop_shift = solve(data, extra=[M(10)]) - inverse_alpha

print(f"measured anomaly: {float(data['measured'])*1e12:.2f} e-12")
print(f"electron/muon mass ratio: {r_mu:.9e}")
print(f"electron/tau mass ratio: {r_tau:.6e}")
for n in range(1, 6):
    print(f"electron-only coefficient, loop {n}: "
          f"{float(data['loop' + str(n)]):.12f}")
for name in ("mu4", "mu6", "mu8", "mu10", "tau4", "tau6", "tau8"):
    print(f"coefficient {name} (of x^{order[name]}): {float(data[name]):.7e}")
print(f"equal-mass loop coefficient, quadrature: {equal_mass:.9f}")
for n, value in enumerate(iterates[:5]):
    print(f"iterate {n}, 1/alpha: {float(1/(pi*value)):.12f}")
print(f"contraction factor, predicted: {float(contraction):.6f}")
print(f"contraction factor, observed: {float(observed):.6f}")
print(f"x = alpha/pi: {float(x):.15f}")
print(f"slope dP/dx: {float(slope):.9f}")
print(f"RESULT 1/alpha (= c in Hartree units): {float(inverse_alpha):.10f}")
print(f"one-loop contribution to a: {float(coeff[0]*x)*1e12:.4f} e-12")
print("term: contribution to a [e-12]; change of 1/alpha if omitted")
for name, members in groups.items():
    part = sum(data[k] * x**order[k] for k in members)
    reduced = dict(data)
    for k in members:
        reduced[k] = M(0)
    change = solve(reduced) - inverse_alpha
    print(f"  {name}: {float(part)*1e12:.6f}; {float(change):+.4e}")
print("ranked source: input error; error of a [e-15]; of 1/alpha [e-9]")
for name in ranking:
    print(f"  {name}: {float(sigma[name]):.3e}; "
          f"{float(error_a[name])*1e15:.6f}; "
          f"{float(error_inverse[name])*1e9:.7f}")
print(f"combined error of 1/alpha: {float(total)*1e9:.3f} e-9")
print(f"combined error from random inputs: {sampled_error*1e9:.3f} e-9")
print(f"relative error of alpha: {float(total/inverse_alpha):.3e}")
print(f"combined theory error of a: {float(theory_a)*1e15:.3f} e-15")
print(f"1/alpha with five-loop coefficient {float(alternative['loop5']):.1f}: "
      f"{float(inverse_alternative):.10f}")
print(f"shift from that change: "
      f"{float(inverse_alternative-inverse_alpha)*1e9:+.3f} e-9")
print(f"shift for assumed six-loop coefficient 10: "
      f"{float(six_loop_shift)*1e9:+.3f} e-9")
print("no test failed")
```

Printed output:

```
measured anomaly: 1159652180.59 e-12
electron/muon mass ratio: 4.836331700e-03
electron/tau mass ratio: 2.875850e-04
electron-only coefficient, loop 1: 0.500000000000
electron-only coefficient, loop 2: -0.328478965579
electron-only coefficient, loop 3: 1.181241456587
electron-only coefficient, loop 4: -1.912245764926
electron-only coefficient, loop 5: 6.737000000000
coefficient mu4 (of x^2): 5.1973868e-07
coefficient mu6 (of x^3): -7.3739400e-06
coefficient mu8 (of x^4): 9.1619700e-04
coefficient mu10 (of x^5): -3.8200000e-03
coefficient tau4 (of x^2): 1.8378910e-09
coefficient tau6 (of x^3): -6.5830000e-08
coefficient tau8 (of x^4): 7.4290000e-06
equal-mass loop coefficient, quadrature: 0.015687422
iterate 0, 1/alpha: 137.243688888613
iterate 1, 1/alpha: 137.036623718034
iterate 2, 1/alpha: 137.036001048632
iterate 3, 1/alpha: 137.035999171961
iterate 4, 1/alpha: 137.035999166304
contraction factor, predicted: 0.003014
contraction factor, observed: 0.003014
x = alpha/pi: 0.002322819464377
slope dP/dx: 0.498493033
RESULT 1/alpha (= c in Hartree units): 137.0359991663
one-loop contribution to a: 1161409732.1885 e-12
term: contribution to a [e-12]; change of 1/alpha if omitted
  two loops: -1772305.060740; +2.0943e-01
  three loops: 14804.203635; -1.7521e-03
  four loops: -55.667989; +6.5882e-06
  five loops: 0.455558; -5.3914e-08
  muon: 2.738243; -3.2406e-07
  tau: 0.009308; -1.1015e-09
  hadronic: 1.693000; -2.0036e-07
  weak: 0.030530; -3.6132e-09
ranked source: input error; error of a [e-15]; of 1/alpha [e-9]
  measured: 1.300e-13; 130.000000; 15.3852116
  hadronic: 1.200e-14; 12.000000; 1.4201734
  loop5: 1.590e-01; 10.751632; 1.2724318
  weak: 2.300e-16; 0.230000; 0.0272200
  mu10: 3.900e-04; 0.026372; 0.0031211
  tau4: 2.428e-13; 0.001310; 0.0001551
  mu4: 2.364e-14; 0.000128; 0.0000151
combined error of 1/alpha: 15.503 e-9
combined error from random inputs: 15.480 e-9
relative error of alpha: 1.131e-10
combined theory error of a: 16.114 e-15
1/alpha with five-loop coefficient 5.9: 137.0359991596
shift from that change: -6.698 e-9
shift for assumed six-loop coefficient 10: +0.186 e-9
no test failed
```
